\section*{How a Debond-Length Error Enters a Blade-Test Bond Energy}

\section{The argument under review}

The manuscript reports the bond energy of two wafers joined face to face, as in the stacking of chips. A blade of known thickness was pushed between the wafers at the edge, the interface opened ahead of it, and the length of the opened region was read from an image. The authors estimate that this reading may be wrong by ten percent. The wafer thickness, the blade thickness and the elastic constants are known much better than the debond length. From this the authors draw two conclusions: that the length is the dominant source of error, and that the bond energy is uncertain by ten percent.

The first conclusion may well be right. The second does not follow from it. That one input dominates the error says nothing about the factor by which its error is passed on. That factor depends on how the energy varies with length when the quantities actually measured are held fixed. The question for this report is what a ten percent misreading does to the inferred energy, and whether there is any version of the test for which the authors' conclusion would hold.

\section{Model and conventions}

Both wafers have thickness $t$, Young modulus $E$ and Poisson ratio $\nu$. They are treated as strips of constant width, flat and free of stress before the test. The blade has thickness $h$, so by symmetry each wafer is deflected by $\delta=h/2$ at the blade contact. The debond length $L$ runs from that contact to the crack tip. Slopes are small ($h\ll L$), the wafers are slender ($t\ll L$) so that shear deflection is neglected, and friction at the blade is ignored. Forces and energies are per unit width. The bond energy $G_c$ is counted per unit area of interface; a surface energy assigned to each of the two new faces would be $G_c/2$.

The strips are taken to be much wider than the debond is long. The built-in root then keeps most of the strip from contracting or expanding across its width when it bends. The transverse strain is set to zero, which requires a transverse stress $\sigma_y=\nu\sigma_x$, and the strain along the strip is
\begin{equation}
\varepsilon_x=\frac{\sigma_x-\nu\sigma_y}{E}=\frac{1-\nu^2}{E}\,\sigma_x .
\end{equation}
The relevant modulus is therefore $E'=E/(1-\nu^2)$. For a narrower strip with free sides the effective modulus lies between $E$ and $E'$. For curvature $\kappa$ the strain at height $z$ above the mid-plane has magnitude $\kappa z$, and the bending moment is
\begin{equation}
M=\int_{-t/2}^{t/2}E'\kappa z^2\,dz=D\kappa,\qquad D=\frac{E't^3}{12}.
\end{equation}

At first the bonded region is taken to be rigid, so each opened wafer is a cantilever built in at the crack tip. This idealization is relaxed below.

\section{Energy stored by the blade}

Let $x$ be the distance from the crack tip towards the blade, and $w(x)$ the deflection of one wafer. The blade pushes on the wafer with a transverse force $P$ at $x=L$. Its moment about the point $x$ is $P(L-x)$, so
\begin{equation}
D\,w''(x)=P(L-x),\qquad w(0)=w'(0)=0 .
\end{equation}
Two integrations give
\begin{equation}
w(x)=\frac{P}{D}\left(\frac{Lx^2}{2}-\frac{x^3}{6}\right),\qquad
\delta=w(L)=\frac{PL^3}{3D}.
\label{eq:force}
\end{equation}
Hence $P=3D\delta/L^3$. The bending energy of the two wafers together is
\begin{align}
U&=2\cdot\frac12\int_0^L D\,(w'')^2dx
=\frac{P^2}{D}\int_0^L(L-x)^2dx\nonumber\\
&=\frac{P^2L^3}{3D}=\frac{3D\delta^2}{L^3}.
\label{eq:U}
\end{align}
The last step inserts $P=3D\delta/L^3$. At a given opening, a longer debond stores less energy because the same deflection is spread over a more compliant beam.

\section{Where the crack stops}

Once the blade is at rest, the deflection $\delta$ is fixed and the blade does no work as the crack advances. The energy needed to open new interface must come from $U$. The energy released per unit new area is
\begin{equation}
G(L)=-\left.\frac{\partial U}{\partial L}\right|_{\delta}
=\frac{9D\delta^2}{L^4}.
\label{eq:Gdelta}
\end{equation}
With $D=E't^3/12$ and $\delta^2=h^2/4$, the numerical factor is $9/(12\cdot4)=3/16$, so
\begin{equation}
G(L)=\frac{3E't^3h^2}{16L^4}.
\label{eq:G}
\end{equation}

The total energy, including the cost of the opened interface, is $F(L)=U(L)+G_cL$. Its derivatives are
\begin{equation}
F'(L)=G_c-\frac{9D\delta^2}{L^4},\qquad
F''(L)=\frac{36D\delta^2}{L^5}>0 .
\end{equation}
The stationary point is thus a minimum. A shorter crack has $G>G_c$ and advances; as it does so, $G$ falls until it equals $G_c$. If the advance is slow enough for kinetic energy to be negligible, the crack stops there. At that length, equation \eqref{eq:G} gives the bond energy.

Three powers of $L$ come from the bending compliance and the fourth from the derivative with respect to crack length. The fall of $G$ with length brings the crack to rest; the steepness of that fall amplifies an error in reading where it came to rest.

\section{The effect of a misreading}

Let the true length be $L$ and the reading $L_{\rm r}=L(1+e)$, so that $e$ is the error relative to the true length. The wafers and the bond are unchanged by the misreading; only the number inserted into \eqref{eq:G} changes. The inferred energy $G_{\rm r}$ therefore satisfies
\begin{equation}
\frac{G_{\rm r}}{G_c}=\left(\frac{L}{L_{\rm r}}\right)^4=(1+e)^{-4}
=1-4e+10e^2-20e^3+\dots
\label{eq:error}
\end{equation}
To first order, a ten percent length error becomes a forty percent energy error of the opposite sign. This is a linear estimate, accurate only for small $e$.

At $|e|=0.1$ the next term is visible. It contributes $10e^2=0.10$ whatever the sign of $e$. A length read ten percent long gives $1.1^{-4}=0.683$, an energy 32\% too low. A length read ten percent short gives $0.9^{-4}=1.524$, an energy 52\% too high. For a one percent misreading the two errors are $-3.9\%$ and $+4.1\%$, and the linear estimate is good enough for most purposes.

The manuscript quotes an uncertainty about its reading, not about the unknown true length. Suppose the true length lies between $0.9L_{\rm r}$ and $1.1L_{\rm r}$. From \eqref{eq:error}, $G_c=G_{\rm r}(L_{\rm r}/L)^4$, so the true energy lies between $0.683\,G_{\rm r}$ and $1.524\,G_{\rm r}$. The same asymmetric interval applies, now relative to the reported value.

The asymmetry also affects averages. Take two readings of the same crack, one ten percent long and one ten percent short. The mean of the two inferred energies is in error by $(-31.7+52.4)/2\approx+10\%$. The mean of the two lengths, inserted once into \eqref{eq:G}, gives the correct energy in this case. Repeated readings of one crack are therefore better averaged as lengths before conversion. For independent random errors this reduces the upward bias roughly in proportion to the number of readings, without removing it; an error common to all readings is not reduced at all.

\section{Numbers for a definite case}

Take $E=150$~GPa, $\nu=0.25$, $t=0.50$~mm, $h=100~\mu$m and a true length $L=20$~mm. These are round model parameters for an isotropic plate. Silicon is anisotropic: for a (001) wafer the plate modulus runs from about 141~GPa for bending along [100] to about 170~GPa along [110], and it enters $G$ linearly, so the elastic constants count as well known only if the direction of the crack is known. The plate modulus and bending stiffness are
\begin{align}
E'&=\frac{150~\mathrm{GPa}}{1-0.25^2}=160~\mathrm{GPa},\\
D&=\frac{(1.60\times10^{11}~\mathrm{Pa})(5.0\times10^{-4}~\mathrm{m})^3}{12}
=1.667~\mathrm{N\,m}.
\end{align}
With $\delta=50~\mu$m, equation \eqref{eq:Gdelta} gives
\begin{equation}
G_c=\frac{9(1.667~\mathrm{N\,m})(5.0\times10^{-5}~\mathrm{m})^2}
{(2.0\times10^{-2}~\mathrm{m})^4}=0.234~\mathrm{J/m^2}.
\end{equation}
A reading of 22~mm would give $0.160~\mathrm{J/m^2}$, and a reading of 18~mm would give $0.357~\mathrm{J/m^2}$. The larger of these values is more than twice the smaller, although both readings come from the same bond and lie within the authors' stated uncertainty.

The relation can also be read in the other direction. Solving \eqref{eq:Gdelta} for the arrest length gives
\begin{equation}
L=\left(\frac{9D\delta^2}{G_c}\right)^{1/4}.
\end{equation}
If the bond energy doubles, $L$ changes by the factor $2^{-1/4}=0.841$, from 20.0 to 16.8~mm. A large change in the bond thus appears as a modest change in the image. A numerical minimization of the beam energy plus the interface cost, which does not use \eqref{eq:G} to locate the crack, reproduces both arrest lengths.

For the inferred energy to be no more than ten percent too low, the length may be read too long by at most $0.9^{-1/4}-1=2.7\%$, or 0.53~mm. For it to be no more than ten percent too high, the length may be read too short by at most $1-1.1^{-1/4}=2.4\%$, or 0.47~mm. An energy uncertainty of ten percent therefore calls for a crack tip located to about half a millimetre here, not to the two millimetres allowed by the manuscript.

\section{When ten percent would be right}

The fourth power belongs to a test in which the opening and the bending stiffness are known and the force is not measured. Suppose instead that the edges are held apart by grips that also record the force $P$ per unit width on each wafer. Equation \eqref{eq:force} then allows one of the other inputs to be eliminated.

If $P$ and $D$ are used, $\delta=PL^3/(3D)$ and
\begin{equation}
G_c=\frac{9D}{L^4}\left(\frac{PL^3}{3D}\right)^2=\frac{P^2L^2}{D}.
\label{eq:PD}
\end{equation}
If $P$ and $\delta$ are used, $D=PL^3/(3\delta)$ and
\begin{equation}
G_c=\frac{9\delta^2}{L^4}\,\frac{PL^3}{3\delta}
=\frac{3P\delta}{L}=\frac{3Ph}{2L}.
\label{eq:Pdelta}
\end{equation}

For the correct length these expressions agree with \eqref{eq:Gdelta}. In the example $P=31.25$~N/m, and \eqref{eq:Pdelta} gives
\begin{equation}
G_c=\frac{3(31.25~\mathrm{N/m})(5.0\times10^{-5}~\mathrm{m})}
{2.0\times10^{-2}~\mathrm{m}}=0.234~\mathrm{J/m^2}.
\end{equation}
They respond differently to a misread length. With $P$ and $D$ fixed at their correct values, the inferred energy is multiplied by $(1+e)^2$: a length read ten percent long gives $+21\%$, and one read ten percent short gives $-19\%$. With $P$ and $h$ fixed, the factor is $(1+e)^{-1}$, and the corresponding errors are $-9\%$ and $+11\%$.

The authors' conclusion would therefore be sound, to first order, if they had measured both force and opening and used \eqref{eq:Pdelta}. If $D$ is known as well, the length can be eliminated altogether: $L^3=3D\delta/P$ inserted in \eqref{eq:PD} gives $G_c=(9P^4\delta^2/D)^{1/3}$, again $0.234~\mathrm{J/m^2}$ in the example, and a misreading has no effect. The force must be a separate measurement. If it is calculated from the misread length through $P=3D\delta/L^3$, it carries a factor $(1+e)^{-3}$. Equation \eqref{eq:Pdelta} then acquires the factor $(1+e)^{-3}(1+e)^{-1}=(1+e)^{-4}$, and \eqref{eq:PD} acquires $(1+e)^{-6}(1+e)^2=(1+e)^{-4}$. Rewriting the formula does not supply the missing information. The manuscript reports no force, so its error follows \eqref{eq:error}.

\section{Does the fourth power survive a yielding root?}

The built-in root is an idealization, since the bonded material next to the crack tip also deforms. To estimate the consequence, let the bonded part of each wafer rest on springs of stiffness $k$ per unit area. The material between the interface and the wafer's mid-plane has thickness $t/2$; assigning it the modulus $E'$ gives $k=2E'/t$. This is a model choice, not a full elastic solution near the tip.

For $x<0$ the deflection obeys $Dw''''+kw=0$. The solution that decays into the bonded region is
\begin{equation}
w=e^{x/a}\left[A\cos\frac{x}{a}+B\sin\frac{x}{a}\right],\qquad
a^4=\frac{4D}{k}=\frac{t^4}{6}.
\end{equation}
Differentiation at the tip gives
\begin{align}
w(0)&=A, & w'(0)&=\frac{A+B}{a},\nonumber\\
w''(0)&=\frac{2B}{a^2}, & w'''(0)&=\frac{2(B-A)}{a^3}.
\end{align}
Moment and shear force are continuous there, so $Dw''(0)=PL$ and $Dw'''(0)=-P$. These two conditions yield
\begin{equation}
B=\frac{PLa^2}{2D},\qquad A=\frac{Pa^2(L+a)}{2D}.
\end{equation}
The deflection at the blade is the sum of the tip displacement, the tip rotation times $L$, and the cantilever bending:
\begin{align}
\delta&=A+\frac{A+B}{a}L+\frac{PL^3}{3D}\nonumber\\
&=\frac{P}{2D}\left[a^2(L+a)+aL(2L+a)\right]+\frac{PL^3}{3D}\nonumber\\
&=\frac{P}{3D}\left[L^3+3aL^2+3a^2L+\tfrac32a^3\right]
=\frac{PQ}{3D},
\end{align}
where $Q=(L+a)^3+a^3/2$.

The elastic energy of both wafers and their springs equals the work needed to open them, $U=2\cdot\frac12P\delta=3D\delta^2/Q$. Since $dQ/dL=3(L+a)^2$,
\begin{equation}
G=-\left.\frac{\partial U}{\partial L}\right|_\delta
=\frac{9D\delta^2(L+a)^2}{Q^2}
\simeq\frac{9D\delta^2}{(L+a)^4}.
\label{eq:root}
\end{equation}
The last form neglects $a^3/2$ beside $(L+a)^3$. To this accuracy the wafer bends as a built-in beam longer than the visible debond by $a$.

A local argument gives the same result. When the crack advances, the springs at its tip are cut, releasing $2\cdot\frac12kA^2=kA^2$ per unit area. With $k=4D/a^4$ and $P=3D\delta/Q$,
\begin{equation}
kA^2=\frac{4D}{a^4}\,\frac{P^2a^4(L+a)^2}{4D^2}
=\frac{P^2(L+a)^2}{D}=\frac{9D\delta^2(L+a)^2}{Q^2}.
\end{equation}

In the example $a=0.32$~mm, or 1.6\% of $L$. For the same visible length, \eqref{eq:root} gives $G=0.220~\mathrm{J/m^2}$, so the built-in formula is 6.5\% too high relative to this model. An offset of a third of a millimetre is amplified about fourfold, as a misreading would be. It has the same sign in every measurement, and repeated readings do not average it away.

The local sensitivity to length follows from the last form of \eqref{eq:root}:
\begin{equation}
-\frac{d\ln G}{d\ln L}=\frac{4L}{L+a}=3.94 .
\end{equation}
Ten percent misreadings now give $-31\%$ and $+51\%$ relative to the correctly read value in the same model. The yielding root shifts the energy itself by several percent but hardly changes its response to a misreading. The correction grows as $L/t$ falls. Shear deformation is omitted here. In the opened length it matters only for short debonds, but near the root the spring model is only approximate even when the debond is long. A two-dimensional plane-strain solution gives an offset of about $0.67t$ in place of $a=0.64t$; in the example the built-in formula is then about 6.9\% too high rather than 6.5\%, and the sensitivity to length is 3.93.

\section{Other conditions on the result}

The fourth power does not require identical wafers. If their stiffnesses are $D_1$ and $D_2$, both carry the same force $P$, and with a built-in root their deflections add to $h=(PL^3/3)(1/D_1+1/D_2)$. Then
\begin{equation}
U=\frac{Ph}{2}=\frac{3h^2}{2L^3(1/D_1+1/D_2)},\qquad
G=\frac{9h^2}{2L^4(1/D_1+1/D_2)}.
\end{equation}
For $D_1=D_2=D$ this becomes $9Dh^2/(4L^4)=9D\delta^2/L^4$, as before.

The numerical factor in \eqref{eq:G} does depend on the constant width. In a round wafer the width varies along the debond and the crack front may be curved, so \eqref{eq:G} no longer gives the correct energy from a single length. A rough estimate that treats the opened region as a beam with the width of the local chord (radius 50 to 150~mm, blade edge up to 15~mm inside the rim, $L=20$~mm) gives 0.7 to 0.9 of the strip value, while the sensitivity to length stays between 3.9 and 4.1. Reading the bond energy from \eqref{eq:G} also requires the crack to have reached its energy minimum. If the crack is still growing slowly when the image is taken, \eqref{eq:G} gives the release rate at that moment, not the bond energy. The misreading factor $(1+e)^{-4}$ still applies to that release rate.

\section{Requested revision}

The authors should replace the ten percent energy uncertainty by the interval from $-32\%$ to $+52\%$ about the reported value, or locate the crack tip more accurately. This interval covers only the misreading in the built-in formula; it does not include the root offset, whose correction lowers the inferred energy, nor the effects of wafer shape and crystal direction. They should state whether the root correction has been applied, and give the measured lengths so that the energies can be recalculated. If the transverse force $P$ was also recorded, equation \eqref{eq:Pdelta} would make much better use of the present images, with a root bias of only about $a/L$; with $D$ known too, $G_c=(9P^4\delta^2/D)^{1/3}$ needs no length and absorbs the root offset to leading order. The push that drives the blade in along the interface is a different force and must not be inserted for $P$. Without friction it would be $2Pw'(L)=P^2L^2/D=G$ per unit width, less than one percent of $P$ in the example, so even slight friction at the blade masks it. The values used in this report are listed in the numerical output that follows.

\section*{Calculated quantities}
\begin{verbatim}
Young modulus E: 150 GPa
Poisson ratio: 0.25
Plate modulus Ep: 160.0 GPa
Wafer thickness t: 0.50 mm
Blade thickness h: 100 um
Deflection of each wafer h/2: 50 um
True debond length L: 20.00 mm
Bending stiffness per width D: 1.6667 N m
Force per width P: 31.250 N/m
Elastic energy per width, both wafers: 1.5625 mJ/m
Bond energy G, formula: 0.2344 J/m^2
Bond energy G, differentiated beam energy: 0.2344 J/m^2
Arrest length from energy minimum: 20.000 mm
Arrest length for doubled bond energy: 16.818 mm
Length change for doubled bond energy: -15.9 %
Length error +10 %: L read 22.00 mm, G 0.1601 J/m^2, error -31.7 %
Length error -10 %: L read 18.00 mm, G 0.3572 J/m^2, error +52.4 %
Length error +1 %: L read 20.20 mm, G 0.2252 J/m^2, error -3.9 %
Length error -1 %: L read 19.80 mm, G 0.2440 J/m^2, error +4.1 %
Energy error -10 % needs length error: +2.67 % = +0.53 mm
Energy error +10 % needs length error: -2.35 % = -0.47 mm
Length error +10 %, G from P and D: error +21.0 %
Length error +10 %, G from P and h: error -9.1 %
Length error -10 %, G from P and D: error -19.0 %
Length error -10 %, G from P and h: error +11.1 %
Root decay length a: 0.319 mm
Ratio a/L: 1.60 %
G with yielding root: 0.2200 J/m^2
Built-in formula overestimates G by: 6.5 %
Length sensitivity with yielding root, numerical: 3.937
Length sensitivity 4L/(L+a): 3.937
Yielding root, length error +10 %: energy error -31.3 %
Yielding root, length error -10 %: energy error +51.4 %
\end{verbatim}
